# Successive Foldy-Wouthuysen rotations in static fields through order c⁻²

An electron of mass 1 and charge \(-1\) moves in static electric and magnetic fields. In Hartree atomic units its Dirac Hamiltonian is

\[
H=\beta c^2+c\,\omega+V,\qquad \omega=\boldsymbol\alpha\cdot\boldsymbol\pi,\qquad \boldsymbol\pi=\mathbf p+\mathbf A .
\]

Here \(\mathbf p=-i\nabla\), \(\mathbf B=\nabla\times\mathbf A\), and \(V=-\phi\) is the potential energy in the electrostatic potential \(\phi\), so that \(\nabla V=-\nabla\phi=\mathbf E\). The units are the SI-based ones, in which no factor \(1/c\) accompanies \(\mathbf A\). Thus \(V\), \(\mathbf A\) and \(\mathbf B\) are held fixed while \(1/c\) is treated as small. The fields are smooth, and the states of interest contain only momenta far below \(c\).

The term \(c\,\omega\) couples the upper two components of the spinor to the lower two. The problem is to remove this coupling by successive unitary transformations and to find the Hamiltonian that then acts on the upper components.

**(a) An operator is called even if it commutes with \(\beta\) and odd if it anticommutes with \(\beta\). Find an odd generator \(S_1\) for which \(e^{S_1}He^{-S_1}\) has no odd term of order \(c\).**

*Solution.* Since \(\beta\) is \(+1\) on the upper and \(-1\) on the lower components, even operators are block-diagonal and odd ones are block-off-diagonal. In \(H\), \(\beta c^2\) and \(V\) are even and \(c\,\omega\) is odd. The transformed Hamiltonian is

\[
H'=e^{S_1}He^{-S_1}=H+[S_1,H]+\tfrac1{2!}[S_1,[S_1,H]]+\tfrac1{3!}[S_1,[S_1,[S_1,H]]]+\dots
\]

The largest commutator is the one with \(\beta c^2\), so we require \([S_1,\beta c^2]=-c\,\omega\). Try \(S_1=\lambda\beta\omega\). Using \(\beta^2=1\) and \(\beta\omega\beta=-\omega\),

\[
[\beta\omega,\beta]=\beta\omega\beta-\beta\beta\omega=-2\omega .
\]

Hence \(-2\lambda c^2=-c\), and

\[
S_1=\frac{\beta\omega}{2c}.
\]

Because \((\beta\omega)^\dagger=\omega\beta=-\beta\omega\), the generator is anti-Hermitian and \(e^{S_1}\) is unitary. It is of order \(c^{-1}\), so each further commutator lowers the order by one.

**(b) Evaluate the nested commutators of \(S_1\) with each of the three parts of \(H\). Go one order beyond \(c^{-2}\), so that the leading remainder is also known.**

*Solution.* Two rules do all the work. For \(X\) even and \(Y\) odd, moving \(\beta\) to the left gives

\[
[\beta\omega,X]=\beta\omega X-\beta X\omega=\beta[\omega,X],\qquad
[\beta\omega,Y]=\beta\omega Y+\beta Y\omega=\beta\{\omega,Y\}.
\]

Start with \(\beta c^2\), whose first commutator is \(-c\,\omega\) by construction. This is odd, so the second is

\[
[S_1,-c\,\omega]=-\tfrac12\beta\{\omega,\omega\}=-\beta\omega^2 .
\]

This is even. Since \([\omega,\beta\omega^2]=\omega\beta\omega^2-\beta\omega^3=-2\beta\omega^3\), the third is

\[
[S_1,-\beta\omega^2]=-\frac{\beta}{2c}(-2\beta\omega^3)=\frac{\omega^3}{c}.
\]

The fourth and fifth follow in the same way:

\[
\Big[S_1,\frac{\omega^3}{c}\Big]=\frac{\beta}{2c^2}\,2\omega^4=\frac{\beta\omega^4}{c^2},\qquad
\Big[S_1,\frac{\beta\omega^4}{c^2}\Big]=\frac{\beta}{2c^3}(-2\beta\omega^5)=-\frac{\omega^5}{c^3}.
\]

The chain starting from \(c\,\omega\) needs no new calculation. As \(c\,\omega=-[S_1,\beta c^2]\), its \(k\)-th commutator is minus the \((k+1)\)-th of the previous chain. The first four are

\[
\beta\omega^2,\qquad -\frac{\omega^3}{c},\qquad -\frac{\beta\omega^4}{c^2},\qquad \frac{\omega^5}{c^3}.
\]

For the even operator \(V\), the first commutator is \(\beta[\omega,V]/(2c)\), which is odd. For the second we need

\[
\{\omega,\beta[\omega,V]\}=\omega\beta[\omega,V]+\beta[\omega,V]\omega=-\beta[\omega,[\omega,V]] .
\]

A further factor \(\beta/(2c)\) removes the \(\beta\). The result is even, and the first rule gives the third commutator. The chain is therefore

\[
\frac{\beta[\omega,V]}{2c},\qquad -\frac{[\omega,[\omega,V]]}{4c^2},\qquad -\frac{\beta[\omega,[\omega,[\omega,V]]]}{8c^3}.
\]

**(c) Sum the series. What are the even and odd parts of \(H'\)?**

*Solution.* The \(k\)-th commutator carries the factor \(1/k!\). At order \(c\), \(c\,\omega\) cancels against \(-c\,\omega\). The terms containing only powers of \(\omega\) combine as follows:

\[
\begin{aligned}
c^{0}:&\quad \left(1-\tfrac12\right)\beta\omega^2=\tfrac12\beta\omega^2,\\
c^{-1}:&\quad \left(\tfrac16-\tfrac12\right)\omega^3=-\tfrac13\omega^3,\\
c^{-2}:&\quad \left(\tfrac1{24}-\tfrac16\right)\beta\omega^4=-\tfrac18\beta\omega^4,\\
c^{-3}:&\quad \left(-\tfrac1{120}+\tfrac1{24}\right)\omega^5=\tfrac1{30}\omega^5 .
\end{aligned}
\]

In each line the first number comes from \(\beta c^2\) and the second from \(c\,\omega\), except at \(c^0\), where the order is reversed. Adding the \(V\) chain gives the even part

\[
\mathcal E=\beta c^2+V+\frac{\beta\omega^2}{2}-\frac{\beta\omega^4}{8c^2}-\frac{[\omega,[\omega,V]]}{8c^2}+O(c^{-4})
\]

and the odd part \(O_1+O(c^{-3})\), with

\[
O_1=\frac{\beta[\omega,V]}{2c}-\frac{\omega^3}{3c}.
\]

The even part has no \(c^{-3}\) term because every term with an even number of factors \(\omega\) carries an even power of \(c\).

One rotation has reduced the coupling from order \(c\) to order \(c^{-1}\). The Hamiltonian is not yet block-diagonal through \(c^{-2}\).

**(d) Remove \(O_1\) by a second rotation. Does this alter the even part through order \(c^{-2}\)? What would a third rotation do?**

*Solution.* The argument of part (a) holds for any odd operator in place of \(\omega\). Choose

\[
S_2=\frac{\beta O_1}{2c^2},\qquad [S_2,\beta c^2]=-O_1 ,
\]

which is of order \(c^{-3}\). Even changes first arise from \([S_2,O_1]\) and from the second-order commutator with \(\beta c^2\):

\[
[S_2,O_1]+\tfrac12[S_2,-O_1]=\tfrac12[S_2,O_1]=\frac{\beta}{4c^2}\{O_1,O_1\}=\frac{\beta O_1^2}{2c^2}=O(c^{-4}).
\]

So \(\mathcal E\) is unchanged through \(c^{-2}\). New odd terms come from commuting \(S_2\) with the even terms of order \(c^0\):

\[
[S_2,V]=\frac{\beta[O_1,V]}{2c^2},\qquad
\Big[S_2,\frac{\beta\omega^2}{2}\Big]=\frac{\beta}{4c^2}\left(O_1\beta\omega^2-\beta\omega^2O_1\right)=-\frac{\{O_1,\omega^2\}}{4c^2}.
\]

Together with the \(c^{-3}\) odd terms left by the first rotation, the remaining coupling is, to leading order,

\[
O_2=\frac{\omega^5}{30c^3}-\frac{\beta[\omega,[\omega,[\omega,V]]]}{48c^3}+\frac{\beta[O_1,V]}{2c^2}-\frac{\{O_1,\omega^2\}}{4c^2}.
\]

The coefficient \(1/48\) is \(1/3!\) times \(1/8\). The remaining coupling is of order \(c^{-3}\), so the Hamiltonian is now block-diagonal through \(c^{-2}\).

A third rotation with \(S_3=\beta O_2/(2c^2)\), of order \(c^{-5}\), cancels \(O_2\). It leaves odd terms of order \(c^{-5}\) and changes the even part by \(\beta O_2^2/(2c^2)\), which is of order \(c^{-8}\). It is not needed here. The numerical check confirms these powers with matrix exponentials.

**(e) Express the result through the fields and write down the Hamiltonian for the upper components.**

*Solution.* The matrices obey \(\alpha_i\alpha_j=\delta_{ij}+i\varepsilon_{ijk}\Sigma_k\), where \(\boldsymbol\Sigma\) has the Pauli matrices \(\boldsymbol\sigma\) in both diagonal blocks. Hence

\[
\omega^2=\boldsymbol\pi^2+i\boldsymbol\Sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi).
\]

The cross product does not vanish, because the components of \(\boldsymbol\pi\) do not commute. Acting on a function \(\psi\),

\[
(\boldsymbol\pi\times\boldsymbol\pi)\psi=-i\nabla\times(\mathbf A\psi)-i\mathbf A\times\nabla\psi
=-i\mathbf B\psi-i(\nabla\psi)\times\mathbf A-i\mathbf A\times\nabla\psi=-i\mathbf B\psi .
\]

Therefore \(\omega^2=\boldsymbol\pi^2+\boldsymbol\Sigma\cdot\mathbf B\).

For the potential, \([\omega,V]=\boldsymbol\alpha\cdot[\mathbf p,V]=-i\boldsymbol\alpha\cdot\mathbf G\) with \(\mathbf G=\nabla V\). Then

\[
[\omega,[\omega,V]]=-i\left\{\boldsymbol\pi\cdot\mathbf G-\mathbf G\cdot\boldsymbol\pi+i\boldsymbol\Sigma\cdot(\boldsymbol\pi\times\mathbf G-\mathbf G\times\boldsymbol\pi)\right\},
\]

where the braces only group terms. The scalar difference is \(-i\nabla\cdot\mathbf G=-i\nabla^2V\). In the cross product,

\[
\boldsymbol\pi\times\mathbf G=-i(\nabla\times\mathbf G)-\mathbf G\times\boldsymbol\pi=-\mathbf G\times\boldsymbol\pi ,
\]

since a gradient has no curl. Collecting the factors,

\[
[\omega,[\omega,V]]=-i\left\{-i\nabla^2V-2i\boldsymbol\Sigma\cdot(\nabla V\times\boldsymbol\pi)\right\}
=-\nabla^2V-2\boldsymbol\Sigma\cdot(\nabla V\times\boldsymbol\pi).
\]

Insert both results into \(\mathcal E\) and set \(\beta=1\), \(\boldsymbol\Sigma\to\boldsymbol\sigma\):

\[
h=c^2+V+\frac{\boldsymbol\pi^2+\boldsymbol\sigma\cdot\mathbf B}{2}
-\frac{(\boldsymbol\pi^2+\boldsymbol\sigma\cdot\mathbf B)^2}{8c^2}
+\frac{\nabla^2V}{8c^2}+\frac{\boldsymbol\sigma\cdot(\nabla V\times\boldsymbol\pi)}{4c^2}+O(c^{-4}).
\]

As \((\boldsymbol\sigma\cdot\mathbf B)^2=B^2\), the square is

\[
(\boldsymbol\pi^2+\boldsymbol\sigma\cdot\mathbf B)^2=\boldsymbol\pi^4+\{\boldsymbol\pi^2,\boldsymbol\sigma\cdot\mathbf B\}+B^2 .
\]

The anticommutator must be kept, because \(\boldsymbol\pi^2\) does not commute with a field that varies in space. For the lower components, \(\beta=-1\) reverses the signs of \(c^2\), of the \(\omega^2\) term and of the \(\omega^4\) term. The terms in \(V\) keep theirs.

At order \(c^0\), \(h\) is the Pauli Hamiltonian. With spin \(\mathbf s=\boldsymbol\sigma/2\), its Zeeman term is \(\mathbf s\cdot\mathbf B\), which means a \(g\)-factor of 2. At order \(c^{-2}\) there are the mass-velocity term \(-\boldsymbol\pi^4/8c^2\), two terms that mix or square the magnetic field, the Darwin term in \(\nabla^2V\), and the spin-orbit term. For a central potential without magnetic field, \(\nabla V=V'(r)\,\mathbf r/r\), and the last becomes \(V'(r)\,\mathbf s\cdot\mathbf l/(2c^2r)\), with \(\mathbf l=\mathbf r\times\mathbf p\).

**(f) May \(h\), cut off after \(c^{-2}\), be diagonalized like an ordinary Hamiltonian?**

*Solution.* No. For a free electron the truncated kinetic energy is

\[
\frac{p^2}{2}-\frac{p^4}{8c^2}=\frac{p^2}{2}\left(1-\frac{p^2}{4c^2}\right),
\]

which is negative for \(p>2c\) and falls without limit. A variational calculation can lower its energy indefinitely by admitting such momenta, where the expansion has no validity. The consistent use is first-order perturbation theory: the \(c^{-2}\) terms are averaged over an eigenstate of the Pauli Hamiltonian, and the energy is then correct through \(c^{-2}\). If the level is degenerate, the correction is first diagonalized within it. The point-charge Coulomb potential is singular and lies outside the smoothness assumed here. The first-order averages nevertheless remain usable there: with \(\nabla^2V=4\pi\delta(\mathbf r)\) they give \(-\tfrac18\), \(-\tfrac5{128}\) and \(-\tfrac1{128}\) times \(c^{-2}\) for the \(1s\), \(2p_{1/2}\) and \(2p_{3/2}\) levels of hydrogen, the same as the \(c^{-2}\) terms of the Dirac energies.

**(g) Let the electron move in a plane (\(p_z=0\)) in the well \(V=-V_0e^{-\rho^2/a^2}\), with \(V_0=5\) hartree and \(a=2\) bohr, and in a uniform field \(B=0.5\) atomic units along \(z\). Find the \(c^{-2}\) shift of the lowest state with orbital angular momentum \(l=1\) for both spins, and compare it with the Dirac equation.**

*Solution.* The model is a potential independent of \(z\), taken at \(p_z=0\). An electron confined to a plane has \(\langle p_z^2\rangle>0\) and acquires further \(c^{-2}\) terms; the field-kinetic term alone then changes the spin splitting by \(-B\langle p_z^2\rangle/(2c^2)\), which is \(-6.7\) microhartree for a harmonic confinement of frequency 1 atomic unit. Take \(\mathbf A=\tfrac12\mathbf B\times\mathbf r\) and let \(s=\pm1\) be the eigenvalue of \(\sigma_z\). The azimuthal component of \(\boldsymbol\pi\) is \(\pi_\varphi=l/\rho+B\rho/2\). As \(\nabla V\) is radial and \(\pi_z=0\), \(\boldsymbol\sigma\cdot(\nabla V\times\boldsymbol\pi)=sV'(\rho)\pi_\varphi\). All terms conserve \(l\) and \(s\), so each state can be treated separately:

\[
\Delta E=\frac1{c^2}\left[-\frac{\langle\boldsymbol\pi^4\rangle}{8}-\frac{sB\langle\boldsymbol\pi^2\rangle}{4}-\frac{B^2}{8}+\frac{\langle\nabla^2V\rangle}{8}+\frac{s\langle V'\pi_\varphi\rangle}{4}\right].
\]

The Pauli energies are \(-1.6805\) hartree for spin up and \(-2.1805\) hartree for spin down. They differ by \(B\), because a uniform field leaves the orbital state independent of spin. With \(\langle\boldsymbol\pi^2\rangle=3.0236\) and \(c=137.036\), the ratio \(\langle\boldsymbol\pi^2\rangle/c^2=1.6\times10^{-4}\) is small. The second term for spin up, for example, is

\[
-\frac{0.5\times3.0236}{4\times137.036^2}=-20.13\times10^{-6}\ \text{hartree}.
\]

In microhartree, and in the order of the formula, the sums are

\[
\begin{aligned}
\Delta E_\uparrow&=-82.00-20.13-1.66+15.21+30.62=-57.96,\\
\Delta E_\downarrow&=-82.00+20.13-1.66+15.21-30.62=-78.95,
\end{aligned}
\]

where the second total was rounded after summation. They correspond to \(-1.577\) and \(-2.148\) meV.

The spin-orbit term raises the spin-up level because \(V'\) and \(\pi_\varphi\) are both positive for this well and this \(l\).

Direct diagonalization of the Dirac Hamiltonian gives shifts of \(-57.96\) and \(-78.94\) microhartree. The formula differs from them by about 0.002 and 0.006 microhartree, in each case less than one part in \(10^4\) of the corresponding shift. To test the order of the error, \(c\) was varied with the fields held fixed. For spin up the error is \(5.36\times10^{-6}\), \(3.36\times10^{-7}\) and \(2.10\times10^{-8}\) hartree at \(c=20\), 40 and 80. Each doubling of \(c\) divides it by about 16, as an omitted term of order \(c^{-4}\) requires.

In the spin splitting, the terms independent of \(s\) cancel and the other two double:

\[
\Delta E_\uparrow-\Delta E_\downarrow=2(-20.13+30.62)=20.98\ \text{microhartree}=0.571\ \text{meV}.
\]

The field-kinetic term alone would reduce the splitting. The larger spin-orbit term reverses the sign of the change, and the Dirac calculation gives the same 20.98 microhartree. This is a statement about the Dirac equation. The field, \(1.2\times10^5\) T, is far beyond laboratory values, and for a real electron the anomalous magnetic moment, \(g/2-1=1.16\times10^{-3}\), which the Dirac equation omits, adds about 580 microhartree to the splitting at this field.

The warning of part (f) can be seen by setting \(c=3\) and diagonalizing the truncated \(h\), without its rest energy, for spin up and \(l=1\). With the first 20, 30 and 40 radial functions of a planar oscillator, whose common Gaussian factor is \(e^{-0.3\rho^2}\), its lowest level falls from \(-6.6\) to \(-29.2\) to \(-66.7\) hartree. These values depend on the chosen basis, because the truncated \(h\) has no lowest level to which they could converge. The lowest positive-energy Dirac level whose upper component has the same \(l\) and spin, also measured from the rest energy, stays at \(-1.792\) hartree.

## Values computed for the example and the checks

```
nested commutators checked: 12
largest commutator error: 4.9e-52
Measured power n in remainder ~ c^-n (c = 200 to 400):
  step 1, odd part: n = 1.0000
  step 1, odd part minus O1: n = 3.0000
  step 1, even part minus formula: n = 4.0000
  step 2, odd part: n = 3.0000
  step 2, odd part minus O2: n = 5.0000
  step 2, change of even part: n = 4.0000
  step 2, even part minus formula: n = 4.0000
  step 3, odd part: n = 5.0000
  step 3, change of even part: n = 8.0000
field identities checked symbolically
well depth = 5.0 hartree, width = 2.0 bohr, l = 1
B = 0.5 atomic units = 1.1753e+05 T
c = 137.035999 atomic units
orbital energy without spin = -1.93051248 hartree
<pi^2> = 3.023616 a.u., <pi^2>/c^2 = 1.610e-04
Spin up: Pauli energy at order c^0 = -1.68051248 hartree
  mass-velocity = -82.0013 microhartree
  field-kinetic = -20.1265 microhartree
  B squared = -1.6641 microhartree
  Darwin = 15.2081 microhartree
  spin-orbit = 30.6189 microhartree
  sum = -57.9648 microhartree = -1.57730 meV
  Dirac shift = -57.9624 microhartree
  errors at c=20,40,80: 5.359e-06, 3.356e-07, 2.098e-08 hartree
  error powers: 3.997, 3.999
Spin down: Pauli energy at order c^0 = -2.18051248 hartree
  mass-velocity = -82.0013 microhartree
  field-kinetic = 20.1265 microhartree
  B squared = -1.6641 microhartree
  Darwin = 15.2081 microhartree
  spin-orbit = -30.6189 microhartree
  sum = -78.9497 microhartree = -2.14833 meV
  Dirac shift = -78.9439 microhartree
  errors at c=20,40,80: 1.290e-05, 8.088e-07, 5.059e-08 hartree
  error powers: 3.995, 3.999
Spin splitting at order c^0 = 0.5000 hartree
  its c^-2 change = 20.9849 microhartree = 0.57103 meV
  its Dirac change = 20.9815 microhartree
Spin up at c = 3, lowest level in hartree:
  20 functions: truncated -6.637, Dirac -1.791872
  30 functions: truncated -29.211, Dirac -1.791872
  40 functions: truncated -66.745, Dirac -1.791872
```
